# Bardeen-Rickayzen-Tewordt thermal conductivity ratio for impurity scattering: a numerical check

```python
"""
Result under test: for non-magnetic impurity scattering in an s-wave
superconductor the electronic thermal conductivities obey
  R = kappa_s/kappa_n = (6/pi^2) * integral_y^inf x^2 e^x/(e^x+1)^2 dx,
with y = gap/(k_B T).  The density of states, two velocity factors and the
quasiparticle lifetime combine to one; the mean free path is unchanged.
Symbols: xi = normal-state energy from the Fermi level, gap = pair gap,
E = sqrt(xi^2+gap^2), t = T/Tc, mu = cosine of angle to the heat current.
In the kinetic solver v_F = 1 and the normal total scattering rate = 1.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import zeta

TAU3 = np.diag([1.0, -1.0])


def minus_fermi_slope(x):
    return 0.25 / np.cosh(0.5 * x) ** 2


def ratio_closed(y):
    value = (y**2 / (mp.exp(y) + 1) + 2 * y * mp.log(1 + mp.exp(-y))
             - 2 * mp.polylog(2, -mp.exp(-y)))
    return float(mp.re(6 / mp.pi**2 * value))


def quasiparticle(xi, gap):
    values, vectors = np.linalg.eigh(np.array([[xi, gap], [gap, -xi]]))
    return values[1], vectors[:, 1]


# Angular grid and an anisotropic impurity cross-section
# W(theta) = 1 + 0.9 P1(cos theta) + 0.4 P2(cos theta), azimuth-averaged.
mu, mu_weight = np.polynomial.legendre.leggauss(8)
p2 = 0.5 * (3 * mu**2 - 1)
kernel = (1 + 0.9 * np.outer(mu, mu) + 0.4 * np.outer(p2, p2)) * mu_weight / 2


def solve_boltzmann(xi, gap):
    """Solve the linear kinetic equation at one energy, both branches."""
    step = 1e-5
    energy = quasiparticle(xi, gap)[0]
    states, velocity = [], []
    for branch_xi in (xi, -xi):
        states.append(quasiparticle(branch_xi, gap)[1])
        upper = quasiparticle(branch_xi + step, gap)[0]
        lower = quasiparticle(branch_xi - step, gap)[0]
        velocity.append((upper - lower) / (2 * step))
    states, velocity = np.array(states), np.array(velocity)
    element_squared = (states @ TAU3 @ states.T) ** 2
    branch_rate = element_squared / np.abs(velocity)[None, :]
    matrix = (np.kron(np.diag(branch_rate.sum(axis=1)),
                      np.diag(kernel.sum(axis=1)))
              - np.kron(branch_rate, kernel))
    source = energy * np.kron(velocity, mu)
    deviation = np.linalg.lstsq(matrix, source, rcond=1e-10)[0].reshape(2, -1)
    moment = deviation @ (mu * mu_weight) / 2   # angular average of mu*phi
    return energy, velocity, element_squared, moment


def heat_integral(y):
    nodes, weights = np.polynomial.legendre.leggauss(100)
    total = 0.0
    for xi, weight in zip(20 * (nodes + 1), 20 * weights):
        energy, velocity, _, moment = solve_boltzmann(xi, y)
        total += weight * minus_fermi_slope(energy) * energy * (velocity @ moment)
    return total


def gap_over_tc(t):
    """Weak-coupling gap in units of k_B Tc from the Matsubara sum."""
    omega = np.pi * t * (2 * np.arange(20000) + 1)

    def mismatch(gap):
        return np.log(t) + 2 * np.pi * t * np.sum(
            1 / omega - 1 / np.sqrt(omega**2 + gap**2))
    return brentq(mismatch, 1e-6, 2.5, xtol=1e-13)


# Test: a gap varying in space drops out of the thermal driving term.
p, x = sp.symbols("p x", real=True)
gap_x = sp.Rational(3, 10) + x / 10
temp_x = sp.Rational(1, 5) + x**2 / 20
energy_px = sp.sqrt((p**2 / 2 - 1) ** 2 + gap_x**2)
fermi_px = 1 / (sp.exp(energy_px / temp_x) + 1)
streaming = (sp.diff(energy_px, p) * sp.diff(fermi_px, x)
             - sp.diff(energy_px, x) * sp.diff(fermi_px, p))
fermi_slope = -1 / (4 * temp_x * sp.cosh(energy_px / (2 * temp_x)) ** 2)
drive = (-energy_px / temp_x * fermi_slope * sp.diff(energy_px, p)
         * sp.diff(temp_x, x))
for point in ({p: 1.3, x: 0.4}, {p: 1.7, x: 0.9}):
    left, right = float(streaming.subs(point)), float(drive.subs(point))
    assert abs(left - right) < 1e-10 * max(1.0, abs(right))
    assert abs(right) > 1e-6

# Test: branch selection, mean free path and absence of charge current.
normal_path = 1 / (1 - 0.9 / 3)
for test_xi, test_gap in ((0.2, 1.0), (1.0, 1.0), (3.0, 1.0), (0.7, 0.0)):
    energy, velocity, element_squared, moment = solve_boltzmann(test_xi, test_gap)
    assert abs(element_squared[0, 0] - (test_xi / energy) ** 2) < 1e-12
    assert element_squared[0, 1] < 1e-20
    assert abs(3 * moment[0] / energy - normal_path) < 1e-7
    assert abs(moment.sum()) < 1e-7 * abs(moment[0])

# Test: general coherence factor away from equal energies.
e1, s1 = quasiparticle(0.6, 1.0)
e2, s2 = quasiparticle(-1.7, 1.0)
assert abs((s1 @ TAU3 @ s2) ** 2
           - 0.5 * (1 + (0.6 * -1.7 - 1.0) / (e1 * e2))) < 1e-12

# Test: total rate from a golden-rule sum with a narrow Gaussian in energy.
start_energy, start_xi = 1.5, np.sqrt(1.5**2 - 1)
start_state = quasiparticle(start_xi, 1.0)[1]
grid = np.linspace(-3, 3, 24001)
matrices = np.zeros((grid.size, 2, 2))
matrices[:, 0, 0], matrices[:, 1, 1] = grid, -grid
matrices[:, 0, 1] = matrices[:, 1, 0] = 1.0
levels, vectors = np.linalg.eigh(matrices)
overlap = (vectors[:, :, 1] @ (TAU3 @ start_state)) ** 2
width = 0.005
delta = (np.exp(-0.5 * ((levels[:, 1] - start_energy) / width) ** 2)
         / (width * np.sqrt(2 * np.pi)))
golden_rate = np.sum(overlap * delta) * (grid[1] - grid[0])
assert abs(golden_rate - start_xi / start_energy) < 3e-4  # smearing error

# Test: closed form against quadrature of the defining integral.
for y in (0.0, 0.5, 2.0, 6.0):
    direct = 6 / np.pi**2 * quad(lambda s: s**2 * minus_fermi_slope(s),
                                 y, y + 60, epsabs=1e-13, limit=200)[0]
    assert abs(direct - ratio_closed(y)) < 1e-9

# Test: gap from Matsubara sum satisfies the energy-integral gap equation.
for t in (0.3, 0.5, 0.9):
    gap = gap_over_tc(t)

    def gap_integrand(xi):
        energy = np.hypot(xi, gap)
        return np.tanh(xi / 2) / xi - np.tanh(energy / (2 * t)) / energy
    residual = (quad(gap_integrand, 0, 50, epsabs=1e-11, limit=300)[0]
                + quad(gap_integrand, 50, np.inf, epsabs=1e-11)[0])
    assert abs(residual) < 1e-6

# Test: full kinetic solution reproduces the ratio.
normal_heat = heat_integral(0.0)
assert abs(normal_heat - 2 * normal_path / 3 * np.pi**2 / 6) < 1e-6
kinetic_rows = []
for t in (0.3, 0.5, 0.9):
    y = gap_over_tc(t) / t
    kinetic = heat_integral(y) / normal_heat
    assert abs(kinetic - ratio_closed(y)) < 1e-6
    kinetic_rows.append((t, kinetic, ratio_closed(y)))

# Test: limiting laws.
def low_temperature(y):
    return 6 / np.pi**2 * (y**2 + 2 * y + 2) * np.exp(-y)


assert abs(low_temperature(15.0) / ratio_closed(15.0) - 1) < 1e-5
assert abs((1 - ratio_closed(0.05)) / (0.05**3 / (2 * np.pi**2)) - 1) < 1e-3
near_coefficient = (8 * np.pi**2 / (7 * zeta(3))) ** 1.5 / (2 * np.pi**2)
near_t = 0.999
near_numeric = (1 - ratio_closed(gap_over_tc(near_t) / near_t)) / (1 - near_t) ** 1.5
assert abs(near_numeric / near_coefficient - 1) < 0.01  # next order in 1-t

# Worked example.
fermi_wavevector = 1.2      # 1/angstrom
mean_free_path = 1.0e6      # angstrom
critical_energy = 1.0e-3    # eV
t_example = 0.5
fermi_energy = ((const.hbar * fermi_wavevector * 1e10) ** 2
                / (2 * const.m_e) / const.e)
hbar_velocity = 2 * fermi_energy / fermi_wavevector
hbar_over_tau = hbar_velocity / mean_free_path
density_of_states = fermi_wavevector**3 / (2 * np.pi**2 * fermi_energy)
thermal_energy = t_example * critical_energy
gap_example = gap_over_tc(t_example)
y_example = gap_example / t_example
ratio_example = ratio_closed(y_example)
kappa_n = (np.pi**2 / 9 * density_of_states * hbar_velocity
           * mean_free_path * thermal_energy)
kappa_s = ratio_example * kappa_n
to_si = const.e / 1e-10 * const.k / const.hbar

# Test: normal value through Drude conductivity and Wiedemann-Franz law.
electron_density = (fermi_wavevector * 1e10) ** 3 / (3 * np.pi**2)
speed = const.hbar * fermi_wavevector * 1e10 / const.m_e
drude = (electron_density * const.e**2 * mean_free_path * 1e-10
         / speed / const.m_e)
lorenz = np.pi**2 / 3 * (const.k / const.e) ** 2
kelvin = thermal_energy * const.e / const.k
assert abs(lorenz * drude * kelvin / (kappa_n * to_si) - 1) < 1e-9

# Constant lifetime: only one velocity factor is cancelled.
constant_lifetime = 6 / np.pi**2 * quad(
    lambda s: s**2 * minus_fermi_slope(np.hypot(s, y_example)), 0, 60,
    epsabs=1e-12, limit=200)[0]
assert constant_lifetime < ratio_example - 0.05

sample_gap = gap_example * critical_energy / thermal_energy
sample_xi = sample_gap * np.sqrt(1.5**2 - 1)
sample_energy, sample_velocity, _, sample_moment = solve_boltzmann(
    sample_xi, sample_gap)
velocity_factor = sample_velocity[0]
density_factor = 1 / velocity_factor
path_factor = 3 * sample_moment[0] / sample_energy / normal_path
lifetime_factor = path_factor / velocity_factor
product = density_factor * velocity_factor**2 * lifetime_factor
assert abs(product - 1) < 1e-7

print("INPUTS")
print(f"Fermi wavevector = {fermi_wavevector:.2f} 1/angstrom")
print(f"transport mean free path = {mean_free_path:.1e} angstrom")
print(f"k_B Tc = {critical_energy:.2e} eV")
print("GAP AND RATIO: T/Tc, gap (1e-3 eV), gap/(k_B T), R")
for t in (0.1, 0.2, 0.3, 0.4, 0.5, 0.6, 0.7, 0.8, 0.9, 0.95):
    gap = gap_over_tc(t)
    print(f"{t:.2f}  {gap * critical_energy * 1e3:.4f}  {gap / t:.4f}  "
          f"{ratio_closed(gap / t):.4e}")
print("KINETIC SOLUTION: T/Tc, R from solver, R from formula")
for t, kinetic, formula in kinetic_rows:
    print(f"{t:.2f}  {kinetic:.7f}  {formula:.7f}")
print("FACTORS AT E = 1.5 gap (relative to normal state)")
print(f"density of states = {density_factor:.4f}")
print(f"group velocity = {velocity_factor:.4f}")
print(f"lifetime = {lifetime_factor:.4f}")
print(f"mean free path = {path_factor:.6f}")
print(f"density * velocity^2 * lifetime = {product:.6f}")
print(f"golden-rule rate, smeared sum = {golden_rate:.4f}")
print("LIMITS")
y_low = gap_over_tc(0.2) / 0.2
print(f"low-T form of R at T/Tc=0.2 = {low_temperature(y_low):.4e}")
print(f"coefficient C near Tc, formula = {near_coefficient:.4f}")
print(f"(1-R)/(1-t)^1.5 at t=0.999 = {near_numeric:.4f}")
print("EXAMPLE AT T/Tc = 0.5")
print(f"Fermi energy = {fermi_energy:.4f} eV")
print(f"hbar v_F = {hbar_velocity:.4f} eV angstrom")
print(f"hbar/tau = {hbar_over_tau:.3e} eV")
print(f"k_B T = {thermal_energy:.2e} eV")
print(f"density of states, both spins = {density_of_states:.5f} 1/(eV angstrom^3)")
print(f"R = {ratio_example:.4f}")
print(f"R if lifetime were constant = {constant_lifetime:.4f}")
print(f"hbar kappa_n/k_B = {kappa_n:.3f} eV/angstrom")
print(f"hbar kappa_s/k_B = {kappa_s:.3f} eV/angstrom")
print(f"kappa_n converted = {kappa_n * to_si:.4e} W/(m K)")
print(f"kappa_s converted = {kappa_s * to_si:.4e} W/(m K)")
print("verified")
```

It prints:

```
INPUTS
Fermi wavevector = 1.20 1/angstrom
transport mean free path = 1.0e+06 angstrom
k_B Tc = 1.00e-03 eV
GAP AND RATIO: T/Tc, gap (1e-3 eV), gap/(k_B T), R
0.10  1.7639  17.6388  4.6293e-06
0.20  1.7637  8.8183  8.7621e-03
0.30  1.7588  5.8627  8.2945e-02
0.40  1.7375  4.3437  2.3096e-01
0.50  1.6878  3.3757  4.0828e-01
0.60  1.5998  2.6664  5.8180e-01
0.70  1.4619  2.0884  7.3503e-01
0.80  1.2542  1.5677  8.6022e-01
0.90  0.9284  1.0316  9.5226e-01
0.95  0.6708  0.7061  9.8342e-01
KINETIC SOLUTION: T/Tc, R from solver, R from formula
0.30  0.0829450  0.0829450
0.50  0.4082837  0.4082837
0.90  0.9522604  0.9522604
FACTORS AT E = 1.5 gap (relative to normal state)
density of states = 1.3416
group velocity = 0.7454
lifetime = 1.3416
mean free path = 1.000000
density * velocity^2 * lifetime = 1.000000
golden-rule rate, smeared sum = 0.7454
LIMITS
low-T form of R at T/Tc=0.2 = 8.7633e-03
coefficient C near Tc, formula = 1.4562
(1-R)/(1-t)^1.5 at t=0.999 = 1.4567
EXAMPLE AT T/Tc = 0.5
Fermi energy = 5.4864 eV
hbar v_F = 9.1440 eV angstrom
hbar/tau = 9.144e-06 eV
k_B T = 5.00e-04 eV
density of states, both spins = 0.01596 1/(eV angstrom^3)
R = 0.4083
R if lifetime were constant = 0.2570
hbar kappa_n/k_B = 80.000 eV/angstrom
hbar kappa_s/k_B = 32.663 eV/angstrom
kappa_n converted = 1.6781e+04 W/(m K)
kappa_s converted = 6.8512e+03 W/(m K)
verified
```
